The threshold for binding at one site of a cubic lattice

A charge-trap memory stores electrons on defects in a thin silicon nitride layer. The simplest picture of such a defect is one site of the host on which an electron has a lower energy than on all the others. It is tempting to think that any lowering, however small, produces a trap level. In three dimensions, for a band with a single quadratic minimum, this is false. An electron confined near one site gives up the energy it gains by spreading over the lattice, and a shallow site can't repay that loss.

Take an infinite simple cubic lattice of spacing a with one orbital per site. The host site energy is zero, and the amplitude for hopping between nearest neighbours is −t with t > 0. The site at the origin has energy −U, with U > 0, and its hoppings are unchanged. There is one electron, and its spin plays no part. Its amplitude ψ(r) obeys

−t Σ_δ ψ(r+δ) − U δ_{r,0} ψ(0) = E ψ(r),

where δ runs over the six neighbour vectors. Measure k in units of 1/a and define ψ_k = Σ_r e^(−ik·r) ψ(r). Multiplying the equation by e^(−ik·r) and summing over r turns each shift by δ into a factor e^(ik·δ), so that

(ε_k − E) ψ_k = U ψ(0),  ε_k = −2t(cos k_x + cos k_y + cos k_z).

The host band runs from −6t to 6t. A negative t would give the same threshold in terms of |t|, because changing the sign of ψ on every second site reverses the sign of t and leaves U alone.

If E lies outside the band, we may divide by ε_k − E. The amplitude at the origin is the average of ψ_k over the Brillouin zone, and therefore

ψ(0) = U ψ(0) g(E),  g(E) = ∫ d³k/(2π)³ 1/(ε_k − E).

The function g is minus the diagonal lattice Green function ⟨0|(E − H₀)⁻¹|0⟩, with H₀ the host Hamiltonian. If ψ(0) = 0, then (ε_k − E)ψ_k = 0, and ψ_k vanishes except on a set of zero volume, so there is no state. A bound state thus needs

1 = U g(E).

Energies within the band have to be excluded separately. There ψ_k = Uψ(0)/(ε_k − E) diverges on the surface ε_k = E. With q the distance from a regular point of that surface, |ψ_k|² grows as 1/q², and ∫dq/q² diverges. At either band edge the surface shrinks to a point, where |ψ_k|² grows as 1/q⁴, and ∫q²dq/q⁴ diverges too. No such state can be normalized. Above the band ε_k − E is negative for every k, so g < 0 and the condition fails for U > 0. What remains is E < −6t.

Write E = −6t − B, where B > 0 is the trap depth measured from the band bottom. It must be kept apart from the site depth U. Below the band,

dg/dE = ∫ d³k/(2π)³ 1/(ε_k − E)² > 0,

so g increases steadily with E. It tends to zero as E → −∞, since g < 1/B. At the other end, for small k,

ε_k + 6t = 2t Σ_i (1 − cos k_i) ≈ t k².

The volume element 4πk²dk cancels the 1/k² of the integrand, and g rises to a finite limit g_c = g(−6t). Below the band g therefore takes each value between 0 and g_c once, and never g_c itself. There is one bound state if

U > U_c = 1/g_c,

and none otherwise. At U = U_c the solution sits at the band edge, where its amplitude falls as 1/r at large distance. The sum of |ψ|² over shells then grows as ∫r²dr/r², in proportion to the radius, so equality doesn't bind.

For a band with isolated quadratic minima, the finite limit is a matter of dimension. On a chain the integral at the edge behaves as ∫dk/k², and on a square lattice as ∫k dk/k². Both diverge at small k, g_c is infinite, and any U > 0 binds. The same happens in three dimensions if the band minimum extends along a line of wavevectors, as on a face-centred cubic lattice with nearest-neighbour hopping amplitude +t.

To find g_c, use 1/D = ∫₀^∞ ds e^(−sD) with D = ε_k + 6t + B > 0, and put x = 2ts. The exponent becomes −x Σ_i(1 − cos k_i) − Bx/2t, which is a sum over the three axes. Each axis contributes the same factor, built from the Bessel function

I₀(x) = ∫_{−π}^{π} dk/(2π) e^(x cos k),

and ds = dx/2t, so

g = (1/2t) ∫₀^∞ dx e^(−Bx/2t) [e^(−x) I₀(x)]³.

At B = 0 the integrand decays slowly, and the far part is best done by hand. Put v = 2 sin(k/2). Then 1 − cos k = v²/2 and dk = dv/√(1 − v²/4), which gives

e^(−x)I₀(x) = (1/2π) ∫_{−2}^{2} dv e^(−xv²/2) (1 + v²/8 + 3v⁴/128 + …).

For large x the limits may be moved to ±∞ with an exponentially small error. The Gaussian averages of v² and v⁴ are 1/x and 3/x², so

e^(−x)I₀(x) ≈ (2πx)^(−1/2) [1 + 1/(8x) + 9/(128x²)].

In the cube of the bracket, the coefficient of 1/x is 3/8 and that of 1/x² is 3·9/128 + 3·(1/8)² = 33/128. Integrating term by term from X to infinity gives

tail = (2π)^(−3/2) [2X^(−1/2) + X^(−3/2)/4 + 33X^(−5/2)/320].

For X = 20 the tail is 0.028576. Numerical integration from 0 to 20 gives 0.476886, and the whole is 0.505462. Hence

g_c = 0.505462/(2t) = 0.252731/t,  U_c = 3.957t.

A direct sum over the Brillouin zone, on grids of 100 and 200 points per axis extrapolated to infinite fineness, also gives 0.252731/t.

The number has a simple reading. An electron placed wholly on the special site has energy −U, which lies below the band if U > 6t. That is enough for binding, but it isn't necessary: letting the amplitude spread recovers part of the hopping energy. If it may reach only the six neighbours, their symmetric combination couples to the special site with strength √6 t, and a level at −6t requires (6t − U)·6t = 6t², or U = 5t. Spreading over the whole lattice brings the requirement down to 3.96t.

Diagonalizing the Hamiltonian in a finite cube tests the threshold without the Green function. Let the amplitude vanish on walls L sites from the origin. The site depth that brings the lowest level to −6t is 4.0498t for L = 12 and 4.0027t for L = 24. Both lie above U_c, as they must: a state confined to the cube is a trial state for the infinite lattice, so the infinite lattice binds at least as easily. At the band edge the amplitude for a unit source is 1/(4πtr) far away, and forcing it to vanish at the walls subtracts a nearly constant amount proportional to 1/L. The inverse critical depth is therefore linear in 1/L to leading order, and

1/U_c ≈ 2/(4.0027t) − 1/(4.0498t),

which gives U_c ≈ 3.9567t.

Just above threshold the level is very shallow. Subtracting the two integrals gives

g_c − g = ∫ d³k/(2π)³ B/[(ε_k + 6t)(ε_k + 6t + B)].

For small B the important wavevectors are of order √(B/t), where ε_k + 6t ≈ tk². With d³k/(2π)³ = k²dk/(2π²),

g_c − g ≈ (B/2π²t) ∫₀^∞ dk/(tk² + B) = (B/2π²t) · π/(2√(tB)) = √B/(4πt^(3/2)).

At B = 10⁻⁴t the full difference is 1.0015 times this law. Setting g = 1/U and solving for B,

B ≈ 16π²t³ (1/U_c − 1/U)².

The level thus leaves the band quadratically in U − U_c. For U = 4t the formula gives 0.0012t, in agreement with the full solution.

The probability Z of finding the electron on the trap site follows from normalization. The integral of |ψ_k|² over the zone is U²|ψ(0)|² dg/dE, and it must equal 1, so

Z = |ψ(0)|² = 1/(U² dg/dE).

Since dB = −dE, the threshold law gives dg/dE ≈ 1/(8πt^(3/2)√B), which diverges as B → 0. The weight Z therefore vanishes at threshold. At U = 4t it is 0.053, so the electron bound by the site is nearly always somewhere else. At U = 5t it has risen to 0.61.

The opposite limit is a deep site. Let e = −E and expand 1/(ε_k + e) in ε_k/e. The zone average of ε_k is zero and that of ε_k² is 3·(4t²)·(1/2) = 6t², so g ≈ (1/e)(1 + 6t²/e²). Then U = 1/g ≈ e − 6t²/e, and to the same order

B = e − 6t ≈ U − 6t + 6t²/U.

For U = 8t this gives 2.75t, against 2.79t from the full condition.

The spatial extent also follows from the integral for ψ. Along a cube axis, at n sites from the trap, the k_x integration at fixed k_y and k_z is

∫ dk_x/(2π) e^(ik_x n)/(A − 2t cos k_x) = e^(−κ|n|)/(2t sinh κ),  2t cosh κ = A,

with A = 6t + B − 2t cos k_y − 2t cos k_z. To verify it, call the right side f_n. For n ≠ 0, A f_n − t(f_{n+1} + f_{n−1}) = (A − 2t cosh κ)f_n = 0. For n = 0 the same combination is (2t cosh κ − 2te^(−κ))f₀ = 2t sinh κ f₀ = 1, as required. At large n the smallest κ dominates, which belongs to k_y = k_z = 0. The growth of κ with k_y² + k_z² leaves a two-dimensional Gaussian integral proportional to 1/n. Hence

ψ(n,0,0) ∝ e^(−κn)/n,  2t(cosh κ − 1) = B.

For numbers, take values in the regime of silicon nitride, all of them rough: an effective mass m* of 0.5 electron masses, a spacing of 0.30 nm and a trap depth of 1.5 eV. Matching tk² at the band bottom to the free-particle form, and using ħ²/m_e = 0.0762 eV nm² with m_e the electron mass, we get

t = ħ²/(2m*a²) = 0.0762/(2 × 0.5 × 0.30²) eV = 0.847 eV.

The critical site depth is 3.957 × 0.847 eV = 3.35 eV. A site lowered by 3.0 eV, or 3.54t, binds nothing. In a cube with L = 24 its lowest level lies 0.009 eV above the band bottom.

A trap depth of 1.5 eV means B/t = 1.772. There g = 0.1465/t, so the site must be lowered by U = t/0.1465 = 6.83t, which is 5.78 eV. Most of the site depth goes into paying for confinement. The weight on the trap site is 0.838, and diagonalization in a cube with L = 20 gives the same value. The decay constant follows from cosh κ = 1 + 1.772/2, so κ = 1.248 and the decay length is 0.30/1.248 nm = 0.24 nm. The electron is held within about one spacing.

Real silicon nitride is amorphous and has no single s band on a cubic lattice. The model band is 10.2 wide in eV, about twice the rough gap of 5 eV, and the site depth of 5.78 eV also exceeds that gap. Both are parameters of the model and not measurable properties of nitride, whereas the trap depth can be compared with a real one. The threshold in eV depends on the chosen cell: at fixed effective mass it varies as 1/a², so a spacing 10% larger lowers it by 17%.

A real defect also changes the hoppings around it. Let those to the trap site be λt. Eliminating all other sites gives E = −U + λ²Σ(E), where Σ(E) is the energy returned by excursions into the rest of the lattice at λ = 1 and doesn't depend on U. For λ = 1 the condition is U = 1/g, so Σ = E + 1/g, and in general

U = λ²(E + 1/g) − E,  U_c(λ) = 6t − λ²(6t − U_c).

The threshold becomes 3.68 eV for λ = 0.9 and 2.99 eV for λ = 1.1. With U held at 5.78 eV, the trap depth becomes 1.37 eV and 1.64 eV.

Charge matters more. The model describes a trap that is neutral when empty. If the empty trap is positive, the electron feels an attraction e²/(4πε₀ε_r r), which for a rough high-frequency permittivity ε_r = 4 amounts to 1.2 eV at one spacing. The threshold then disappears: a state of large radius R pays a kinetic energy of order 1/R² and gains a Coulomb energy of order 1/R, and the gain wins when R is large enough. Even at a neutral trap, the captured electron polarizes the ions. With a rough static permittivity of 7, the field energy released outside one spacing is

(e²/8πε₀a)(1/4 − 1/7) = 0.26 eV,

which tends to raise the energy needed to free the electron thermally. The size is only a rough guide: the estimate doubles if the cutoff radius is halved, while an electron freed into the band keeps some polarization around it, which reduces the gain. In this estimate the one-electron level itself drops by twice the energy released, and half of that drop is spent on displacing the ions.

Mixing with the valence band lengthens the tail. For two bands separated by a gap E_g and coupled linearly in k, the energy measured from the conduction edge obeys E(E + E_g) = E_g t k². Setting E = −B and k = iκ gives tκ² = B(1 − B/E_g), and a decay length of 0.27 nm. The single quadratic band, tκ² = B, would give 0.225 nm.

Finally, a level that is bound in the model need not hold its charge for ever. With a rough attempt rate of 10¹³ per second, the thermal emission time e^(B/k_BT)/10¹³ s is 1.6 × 10¹² s at 300 K but 1.3 × 10⁸ s, about four years, at 358 K. These times take 1.5 eV as the whole thermal energy. If the whole 0.26 eV of relaxation had to be added to it, they would become about 20 000 times longer at 300 K and 4000 times longer at 358 K. These factors depend exponentially on a rough energy, so they show how much relaxation can matter and don't predict a lifetime. An electric field F adds tunnelling, and the level is then strictly a resonance. In the semiclassical estimate the escape probability per attempt is exp(−2∫κ dx/a), with the local barrier height falling linearly from B to zero. The exponent is 85 at 1 MV/cm and 10.7 at 8 MV/cm. With the same attempt rate, the escape time at the higher field is about 4 ns. This is only a rough guide: the attempt rate for tunnelling is set by the electron's own motion, and at this field it can be more than ten times higher, which shortens the time accordingly. The valence mixing described above, taken as v(1 − v/E_g) in place of the local barrier height v in the same relation for κ, also lowers both exponents by about 9%, which at 1 MV/cm shortens the time more than a thousandfold. At 8 MV/cm, a field close to the breakdown of many nitride films, the barrier is 1.5/0.8 nm, or 1.9 nm, long. At 1 MV/cm it is 15 nm, which can exceed the thickness of a real trapping layer, so the estimate there applies to a thick uniform film. For the neutral trap of this model, the threshold U_c settles whether a level exists at zero field; how long it keeps an electron depends on B, the relaxation of the ions, the attempt rates, the temperature and the field. In a memory cell the charge can also leave by tunnelling through the oxide layers that bound the nitride, a path the model does not contain, so these times are not retention times of a cell. The numerical output below lists most of the computed values.

Computed results

```
Integral from x=0 to 20: 0.476886
Tail beyond x=20: 0.028576
Whole integral: 0.505462
g at band edge: 0.252731 /t
g at band edge, momentum sum: 0.252731 /t
Critical site depth Uc: 3.95678 t
Uc in box, wall at 12: 4.0498 t
Uc in box, wall at 24: 4.0027 t
Uc from boxes, extrapolated: 3.9567 t
Test level depth near threshold: 1e-04 t
Drop of g there, computed / law: 1.0015
Slope of g there, computed / law: 1.0030
U = 4.0 t: level depth 0.00117 t, weight 0.0531
U = 5.0 t: level depth 0.40079 t, weight 0.6086
U = 6.0 t: level depth 1.10392 t, weight 0.7730
U = 8.0 t: level depth 2.78962 t, weight 0.8902
Effective mass (rough): 0.5 electron masses
Lattice spacing (rough): 0.30 nm
Trap depth (rough): 1.50 eV
Hopping t: 0.8467 eV
Band width 12t: 10.16 eV
Critical site depth: 3.350 eV
Trap depth over t: 1.7717
g at trap level: 0.14650 /t
Site depth needed: 6.8257 t = 5.779 eV
Weight on trap site: 0.8383
Weight from diagonalization: 0.8383
kappa times spacing: 1.2484
kappa times spacing, from box state: 1.2546
Decay length: 0.240 nm
Weak site depth: 3.00 eV = 3.543 t
Weak site, lowest box level above band bottom: 0.0091 eV
Hopping ratio 0.9: Uc 3.679 eV, trap depth 1.369 eV
Hopping ratio 1.1: Uc 2.987 eV, trap depth 1.637 eV
Permittivities (rough): fast 4.0, static 7.0
Coulomb tail at one spacing, if charged: 1.20 eV
Dielectric relaxation outside one spacing: 0.26 eV
Band gap (rough): 5.0 eV
Decay length with valence mixing: 0.269 nm
Attempt rate (rough): 1e+13 1/s
Thermal emission time at 300 K: 1.6e+12 s
Thermal emission time at 358 K: 1.3e+08 s
Field 1 MV/cm: drop per spacing 0.03 eV, exponent 85.3, time 1.1e+24 s
Field 8 MV/cm: drop per spacing 0.24 eV, exponent 10.7, time 4.3e-09 s
```
